Cell pressure and evaporation coefficient in a small-orifice effusion source, part 1

(Sections cited here and not found follow in the second part.)

**First half: the pressure in a well-mixed cell**

A solid or liquid charge is held at temperature T in a closed cell of the same temperature. Its vapour leaves through a small orifice into vacuum. If the orifice were shut, the vapour would reach the saturation pressure psat. With the orifice open the charge has to replace what is lost, and it may be slow to do so. The problem is to find the pressure inside the cell, the flow out of it, and the conditions under which the answer can be trusted.

The following symbols are used. The charge has evaporating area A and the cell has volume V. The orifice has entrance area a. It may be a hole in a thin lid or a short channel; W is the probability that a molecule entering the channel leaves at the far end, so that 1 − W is the probability that it returns to the cell. A thin hole has W = 1. The vapour is a single species of molecular mass m, and k is Boltzmann's constant.

The model has four assumptions from the start. Molecules do not collide with each other inside the cell or channel. Nothing returns from the vacuum outside. The walls hold no growing deposit, so in steady state they release as many molecules as they receive. They release them diffusely, with the angular distribution found in part (a).

**(a) How many molecules strike unit area of a surface per unit time in a gas of pressure p, and with what distribution of directions?**

Let n be the number density and let z point towards the surface. In equilibrium the velocity component v along z has the normalised distribution

f(v) = √(m/2πkT) exp(−mv²/2kT).

Molecules with v > 0 that lie within a distance v dt of the surface reach it during dt. The one-sided flux is therefore

J = n ∫₀^∞ v f(v) dv.

Since ∫₀^∞ v exp(−mv²/2kT) dv = kT/m,

J = n √(m/2πkT) · kT/m = n √(kT/2πm).

The ideal-gas law n = p/kT turns this into

J = p/√(2πmkT) = C p, with C = 1/√(2πmkT).

The flux can also be written with the mean speed v̄. With b = m/2kT, the distribution of speeds s is 4π(b/π)^(3/2) s² exp(−bs²), and ∫₀^∞ s³ exp(−bs²) ds = 1/(2b²). Hence

v̄ = 4π (b/π)^(3/2)/(2b²) = 2/√(πb) = √(8kT/πm).

A quarter of this is √(kT/2πm), so J = n v̄/4.

For the directions, consider molecules of speed s moving at angle θ to the surface normal. In an isotropic gas their density is the same for every element of solid angle, but the rate at which they reach the surface carries the factor s cos θ. The arriving molecules are thus distributed as cos θ per unit solid angle. The integral of cos θ over a hemisphere is π, so the normalised distribution is (cos θ)/π. A diffuse wall sends molecules back with this same distribution.

Inside a leaking cell the gas is not quite in equilibrium. From here on, "pressure" at a surface means J/C, the pressure of the equilibrium gas that would give the same incident flux.

**(b) At what rate does the charge emit molecules, and at what rate does it take them back?**

Let α be the fraction of incident vapour molecules that condense on the charge. The remaining fraction 1 − α is thrown back diffusely. When the cell pressure is p, the condensation rate is

R_cond = αA · Cp.

The emission rate can be found without a model of the surface. At p = psat the charge and its vapour are in equilibrium, so emission equals condensation:

R_evap = αA · C psat.

The emission is a property of the charge and its temperature. If it does not depend on how much vapour is present, the same expression holds at lower pressure. The net supply is then

R_evap − R_cond = αAC(psat − p).

Two assumptions have entered. The coefficient α for condensation is taken to have the same value at p as at psat, and emission is taken to be unaffected by the vapour. Equality of the evaporation and condensation coefficients is secured at equilibrium; away from it, it is an assumption about the surface. A surface whose steps or adsorbed layer change with undersaturation can violate it.

**(c) Suppose that charge and orifice receive the same incident flux. What is the steady pressure, and what are its limits?**

Equal incident flux on charge and orifice, with the cosine distribution at the channel entrance, is what "well-mixed" means here. Molecules enter the orifice at the rate a · Cp, and the fraction W of them is lost:

N = W a C p.

In steady state the net supply equals the loss:

αAC(psat − p) = WaCp.

The common factor C cancels. Collecting the terms in p gives

αA psat = (αA + Wa) p,

and division by αA + Wa, followed by division of numerator and denominator by αA, gives

p = psat/(1 + Wa/(αA)).

The molecular mass is absent because it slows evaporation, condensation and loss by the same factor. The pressure is governed by the ratio x = Wa/(αA), which compares two effective areas: Wa, through which molecules are lost, and αA, on which they are exchanged with the charge.

The flow follows by inserting p:

N = C psat · Wa · αA/(αA + Wa).

Its reciprocal is

1/N = (1/(C psat)) · [1/(Wa) + 1/(αA)],

so the orifice and the evaporating surface act as two resistances in series.

For Wa ≪ αA the orifice is the larger resistance. Then p ≈ psat and N ≈ WaC psat, and the outflow measures the saturation pressure. For Wa ≫ αA the surface is the larger resistance. Then

p ≈ psat αA/(Wa), N ≈ αAC psat.

This flow is the rate at which the charge would evaporate into vacuum. Further widening of the orifice hardly increases it, while the pressure falls in inverse proportion to Wa. The pressure is half of psat when Wa = αA.

The second limit needs care. In a spherical cell a single flight is enough to mix the molecules, as part (g) shows, but in other shapes mixing generally takes many wall collisions between emission and removal. In such a cell, with a large charge and α near 1, widening the orifice towards this limit lets many molecules leave before they are mixed. If α is small, the limit can be reached with an orifice much smaller than the charge. Part (i) examines mixing in a cylindrical cell.

**(d) Obtain the same pressure by following a single evaporated molecule.**

Let S be the total inner area of the cell, including charge, walls and orifice entrance. Take the simplest picture of mixing, in which each flight ends on any given area with a probability proportional to that area. Part (g) shows that this is exact in a sphere; in other cells it can hold only as an average over many flights. One flight therefore leads to escape with probability e = Wa/S, and to recondensation with probability c = αA/S. Otherwise, with probability 1 − e − c, the molecule makes another flight. The total probability of escape is the geometric series

P = e Σⱼ₌₀^∞ (1 − e − c)ʲ = e/(e + c) = Wa/(Wa + αA).

The charge emits αAC psat molecules per unit time, and the fraction P of these escapes. The flow must also equal WaCp:

αAC psat · Wa/(Wa + αA) = WaCp.

Division by WaC gives p = psat αA/(αA + Wa), as in part (c). This view shows what a low pressure means. At x ≫ 1 nearly every evaporated molecule escapes, so there is little condensation to balance evaporation. This form of the result is also convenient for ray tracing, which counts escaped and recondensed molecules.

**(e) How quickly does the pressure reach its steady value?**

The number of vapour molecules is nV. Let nsat = psat/kT. With fluxes written as n v̄/4, the balance out of steady state is

V dn/dt = (v̄/4)[αA(nsat − n) − Wan]
= (v̄/4)[αA nsat − (αA + Wa)n].

Call the steady density n₀ = αA nsat/(αA + Wa). Then

dn/dt = −(n − n₀)/τ, with τ = 4V/[v̄(αA + Wa)].

The deviation decays as exp(−t/τ). Both effective areas shorten τ, because both remove molecules from the gas. The expression holds if τ is long compared with the time molecules need to spread through the whole cell, since otherwise the density has no common value to relax. In a compact cell this takes a few flights; in a long, narrow one it takes many more, because the molecules diffuse along it from wall to wall. It also leaves out time spent adsorbed on the walls. Such storage delays the approach to steady state, but does not alter the steady balance, in which the walls give back what they receive.

**(f) Solid arsenic evaporates mainly as As₄ and has a very small evaporation coefficient. Find the pressure and flow for a cell of inner radius 10 mm with a 30 mm headspace, whose channel has radius 1 mm and length 1 mm. Take T = 510 K, psat = 1×10⁻³ Torr and α = 5×10⁻⁴.**

The dimensions are chosen. The values of psat and α are rough typical ones, and α in particular is known to little better than its order of magnitude; values reported for single-crystal faces lie below 10⁻⁴ and depend on temperature. The digits carried below allow the arithmetic to be followed; they do not express knowledge of arsenic.

The charge is taken as a flat disc covering the base:

A = π(1.0 cm)² = 3.142 cm², a = π(0.10 cm)² = 0.03142 cm².

For a channel with diffuse walls and length equal to its radius, W = 0.672. Part (h) derives the equations that give this number. The effective areas are

Wa = 0.6720 × 0.03142 cm² = 0.02111 cm²,
αA = 5×10⁻⁴ × 3.142 cm² = 0.001571 cm².

Although the orifice has a hundredth of the area of the charge, its effective area is the larger by

x = 0.02111/0.001571 = 13.44.

The cell pressure is therefore

p = 1×10⁻³ Torr/(1 + 13.44) = 6.9×10⁻⁵ Torr = 9.2×10⁻³ Pa.

The vapour is at about 7 % of saturation. With m = 4.976×10⁻²⁵ kg for As₄, part (a) gives the incident flux

J = Cp = 6.22×10¹⁵ cm⁻² s⁻¹,

and the flow is

N = WaJ = 0.02111 cm² × 6.22×10¹⁵ cm⁻² s⁻¹ = 1.31×10¹⁴ s⁻¹.

Multiplication by m and by 3600 s gives 235 µg of arsenic per hour. This is x/(1 + x) = 0.93 of the rate of free evaporation from the charge. If one assumed that the cell held saturated vapour, the predicted flow would be too large by the factor 1 + x = 14.4.

The sensitivity to α follows from ln p = ln psat − ln(1 + x). Since x is inversely proportional to α, dx/d ln α = −x, and

d ln p/d ln α = x/(1 + x) = 0.93.

Thus an error in α passes almost in full to the pressure. For larger changes the full formula is needed. With the cell, temperature and psat held fixed, p/psat is 0.015 for α = 10⁻⁴, 0.130 for 10⁻³, 0.60 for 10⁻² and 0.993 for α = 1. The same cell is close to saturation for a freely evaporating substance and far from it for arsenic.

For the relaxation time, V = 3.142 cm² × 3.0 cm = 9.43 cm³ and v̄ = 189.8 m/s, or 1.898×10⁴ cm/s in the units of the areas. Hence

τ = 4 × 9.43/[1.898×10⁴ × (0.02111 + 0.00157)] s = 0.088 s.

A flight along the 30 mm headspace at the mean speed takes about 0.16 ms. The time τ is more than 500 times longer, which is ample for molecules to spread through a cell only three radii high, as part (e) requires.

**Second half: mixing, measurement and the limits of the model**

The charge has area A and evaporation coefficient α; the orifice has entrance area a and transmission probability W. The pressure p at a surface is defined by its incident flux J = Cp, with C = 1/√(2πmkT). Diffuse surfaces emit with the distribution (cos θ)/π per unit solid angle. When charge and orifice receive equal flux, the first half gives

p = psat/(1 + x), x = Wa/(αA), N = WaCp,

and the relaxation time τ = 4V/[v̄(αA + Wa)]. The remaining parts ask when the fluxes are equal, how W is found, and how α can be measured.

**(g) Show that a spherical cell with diffuse walls is well-mixed for a thin opening of any size.**

Let the sphere have radius R, with charge and opening occupying parts of its surface. A molecule leaves a point P at angle θ to the inward normal. Consider a surface element dS′ at Q, at distance d from P, whose normal makes the angle θ′ with the line PQ. The element subtends the solid angle cos θ′ dS′/d², so it receives the molecule with probability

dq = cos θ cos θ′ dS′/(πd²).

The radii to P and Q form an isosceles triangle with the chord PQ. Therefore θ′ = θ and d = 2R cos θ, and

dq = cos²θ dS′/(4πR² cos²θ) = dS′/(4πR²).

The angle has cancelled. Each flight lands uniformly over the sphere, wherever it began, so charge and opening receive equal flux. With W = 1 the balance of part (c) then holds without a restriction to small openings. The areas A and a must be measured on the sphere: a flat opening counts as the spherical cap it cuts off. The pressure p then refers to the flux on the sphere. Per unit area of the flat opening itself the flux is larger by the ratio of cap area to disc area, 1/(1 − f), where f is the fraction of the sphere in the cap; in the example below it corresponds to 0.469 psat rather than 0.375 psat. The charge must itself follow the sphere, as a thin layer does. For a flat charge surface with α < 1 the formula is not exact, whether A is taken as the flat area or as that of the cap. A channel with W < 1 is not covered, because the molecules it returns do not have the cosine distribution.

A test by ray tracing used α = 0.4, a charge on 0.3 of the sphere and an opening of 0.2. The formula gives p/psat = 1/(1 + 0.2/0.12) = 0.375. Following 200 000 molecules gave 0.374.

The sphere also tests the time τ. Cosine emission has the polar-angle distribution 2 cos θ sin θ dθ, so the mean chord is

∫₀^(π/2) 2R cos θ · 2 cos θ sin θ dθ = 4R/3.

Each landing removes a molecule with probability 0.4 × 0.3 + 0.2 = 0.32. The mean number of flights is 1/0.32, and the mean path is 4R/(3 × 0.32) = 4.167R. The tracing gave 4.170R. To convert path to time one needs the mean of 1/s for molecules leaving a wall. Their speeds are weighted by s relative to the gas, so this mean is 1/v̄. The mean residence time is thus the path divided by v̄. With V = 4πR³/3 and αA + a = 0.32 × 4πR², this equals 4V/[v̄(αA + a)], in agreement with τ. The agreement concerns the mean time. The decay itself is close to exponential only if a molecule usually makes many flights before it is removed, which is the condition stated in part (e).

In a well-mixed cell the steady pressure is p = psat/(1 + Wa/(αA)), about 7 % of saturation in the arsenic example, and a spherical cell with diffuse walls and a thin opening is well-mixed whatever the size of the opening. It remains to derive the equations for W, examine mixing in a cylindrical cell, show how two orifices can give both psat and α, and estimate the other neglected effects.

All numerical values are calculated from the stated model.
